# Nuclear-size shifts of p1/2 and p3/2 levels in hydrogenlike ions, part 1

(Sections cited here and not found follow in the second part.)

## The wave function of a p electron at the nucleus

Anyone who computes the levels of a hydrogenlike ion must decide which of them need a nucleus of finite size, and which form of the electron wave function may be used for the correction. For s levels the need is plain, because the electron density at the nucleus is large. A Schrödinger p orbital vanishes there, which suggests that p levels can be left with a point nucleus. For p3/2 that is a good choice. For p1/2 it can be a poor one: the Dirac wave function has a small component that does not vanish at the nucleus, and the shift it causes can be larger than the Schrödinger estimate by a factor of about one hundred thousand for a nuclear radius of 3 fm, and by more for a smaller nucleus.

### Assumptions and statement

One electron of mass \( m \) and charge \( -e \) is bound to a nucleus of charge \( Ze \), which is held fixed. The nuclear charge is spread with a spherical density \( Ze\,\rho(r) \), where \( \int \rho\, d^3r = 1 \). Its moments are \( \langle r^k \rangle = \int \rho\, r^k\, d^3r \), and its rms radius is \( r_N = \langle r^2 \rangle^{1/2} \). The symbol \( r \) alone is the distance of the electron from the centre. The length

\[ \lambda_C = \frac{\hbar}{mc} \tag{1} \]

is the reduced Compton wavelength. With \( h/(mc) \) in its place the numerical factors below would be wrong by powers of \( 2\pi \).

A shift \( \Delta E \) is the energy with the extended nucleus minus the energy with a point nucleus of the same charge. To leading order in \( Z\alpha \) and in \( r_N/\lambda_C \), the claim is

\[ \Delta E(np_{1/2}) = (Z\alpha)^6\, mc^2\, \frac{n^2-1}{6n^5} \left( \frac{r_N}{\lambda_C} \right)^2 , \tag{2} \]

\[ \Delta E(np_{3/2}) = (Z\alpha)^6\, mc^2\, \frac{n^2-1}{45n^5}\, \frac{\langle r^4 \rangle}{\lambda_C^4} . \tag{3} \]

Both shifts carry the same power of \( Z\alpha \). The p3/2 shift is negligible beside the other because it has two more powers of \( r_N/\lambda_C \). Recoil, radiative corrections, polarization of the nucleus, hyperfine mixing and the presence of other electrons are left out.

### The change of the potential

With \( \alpha = e^2/(4\pi\varepsilon_0\hbar c) \), the potential energy of the electron near a point nucleus is \( -Z\alpha\hbar c/r \). For the extended nucleus, take the charge shell by shell. A shell of radius \( s \) acts at \( r > s \) as if its charge sat at the centre, and at \( r < s \) it gives the constant potential of its surface. Shells with \( s < r \) therefore contribute nothing to the difference \( \delta V = V_{\rm nucleus} - V_{\rm point} \), and each outer shell replaces \( -1/r \) by \( -1/s \):

\[ \delta V(r) = Z\alpha\hbar c \int_{s>r} \rho(s) \left( \frac1r - \frac1s \right) d^3s \; \ge 0 . \tag{4} \]

The attraction is weakened inside the nucleus and unchanged outside it. The shifts need the integral of \( \delta V \) weighted with \( r^k \). Exchanging the order of integration, so that \( r \) runs from 0 to \( s \) for each shell, gives

\[ \int \delta V\, r^k\, d^3r = Z\alpha\hbar c \int \rho(s)\, d^3s \int_0^s 4\pi r^{k+2} \left( \frac1r - \frac1s \right) dr . \]

The inner integral is \( 4\pi s^{k+2} [\, 1/(k+2) - 1/(k+3)\, ] = 4\pi s^{k+2}/[(k+2)(k+3)] \). For \( k = 0 \) and \( k = 2 \) this means

\[ \int \delta V\, d^3r = \frac{2\pi}{3}\, Z\alpha\hbar c\, r_N^2 , \qquad \int \delta V\, r^2\, d^3r = \frac{\pi}{5}\, Z\alpha\hbar c\, \langle r^4 \rangle . \tag{5} \]

No particular shape of the spherical charge has been assumed.

### The radial Dirac equations

Let \( \varphi \) and \( \eta \) be the upper and lower pairs of components of the Dirac wave function. They obey

\[ c\,\boldsymbol\sigma\cdot\mathbf p\, \varphi = (E - V + mc^2)\, \eta , \qquad c\,\boldsymbol\sigma\cdot\mathbf p\, \eta = (E - V - mc^2)\, \varphi . \tag{6} \]

Write \( \sigma_r = \boldsymbol\sigma\cdot\hat{\mathbf r} \). Since \( \sigma_r^2 = 1 \), the product rule for Pauli matrices gives

\[ \boldsymbol\sigma\cdot\mathbf p = \sigma_r\, (\sigma_r\, \boldsymbol\sigma\cdot\mathbf p) = \sigma_r \left( -i\hbar\, \frac{\partial}{\partial r} + \frac{i}{r}\, \boldsymbol\sigma\cdot\mathbf L \right) . \tag{7} \]

The spin-angle functions \( \chi_\kappa \) are labelled by \( \boldsymbol\sigma\cdot\mathbf L\, \chi_\kappa = -\hbar(1+\kappa)\, \chi_\kappa \). The eigenvalue of \( \boldsymbol\sigma\cdot\mathbf L/\hbar \) is \( j(j+1) - l(l+1) - 3/4 \), which is \( -2 \) for p1/2 and \( +1 \) for p3/2. Hence \( \kappa = 1 \) for p1/2 and \( \kappa = -2 \) for p3/2.

The operator \( \sigma_r \) keeps \( j \) and reverses parity, so it turns \( \chi_\kappa \) into the function with the other \( l \) for the same \( j \). That function has label \( -\kappa \), and its phase is fixed by \( \sigma_r \chi_\kappa = -\chi_{-\kappa} \). For p1/2 the partner has \( l = 0 \); for p3/2 it has \( l = 2 \).

Now put \( \varphi = g(r)\chi_\kappa \) and \( \eta = i f(r)\chi_{-\kappa} \). Equation (7) gives

\[ \boldsymbol\sigma\cdot\mathbf p\, g\chi_\kappa = i\hbar \left( g' + \frac{1+\kappa}{r}\, g \right) \chi_{-\kappa} , \]

and the same rule with \( \kappa \to -\kappa \) applies to the lower pair, with the extra factor \( i \). Define \( v = V/(\hbar c) \) and \( b = (mc^2 - E)/(\hbar c) \). Equations (6) become

\[ g' + \frac{1+\kappa}{r}\, g = \left( \frac{2}{\lambda_C} - b - v \right) f , \qquad f' + \frac{1-\kappa}{r}\, f = (b + v)\, g . \tag{8} \]

The normalization is \( \int_0^\infty (g^2 + f^2)\, r^2\, dr = 1 \).

### Outside the region of strong potential

At \( r \gg Z\alpha\lambda_C \) the potential energy is small beside \( 2mc^2 \), and so is the binding energy. The first of equations (8) then reduces to

\[ f = \frac{\lambda_C}{2} \left( g' + \frac{1+\kappa}{r}\, g \right) . \tag{9} \]

Inserting this in the second equation, the terms in \( g'/r \) add to \( 2g'/r \), and those in \( g/r^2 \) add to \( -(1+\kappa) + (1-\kappa^2) = -\kappa(\kappa+1) \):

\[ \frac{\lambda_C}{2} \left[ g'' + \frac2r\, g' - \frac{\kappa(\kappa+1)}{r^2}\, g \right] = (b+v)\, g . \tag{10} \]

For \( \kappa = 1 \) and for \( \kappa = -2 \) the product \( \kappa(\kappa+1) \) equals 2. This is the radial Schrödinger equation with \( l = 1 \) in both cases, so at this order the two levels share the function \( g \). At distances well below the orbital size \( \lambda_C/(Z\alpha) \), it has the form \( g = ar \). For p1/2, equation (9) then gives a constant lower function,

\[ f_0 = \frac{\lambda_C}{2}\, (a + 2a) = \frac{3a\lambda_C}{2} \qquad \left( Z\alpha\lambda_C \ll r \ll \frac{\lambda_C}{Z\alpha} \right) . \tag{11} \]

The gradient of a p function does not vanish where the function does, and for \( j = 1/2 \) the small component carries this gradient as an s wave.

### Continuation to the nucleus

Equation (11) was found at distances where \( |V| \ll 2mc^2 \). The nucleus can lie further in, where this is false, so the value of \( f \) there has to be derived. For \( \kappa = 1 \), equations (8) can be written as

\[ (r^2 g)' = r^2 \left( \frac{2}{\lambda_C} - b - v \right) f , \qquad f' = (b+v)\, g . \tag{12} \]

Take \( f = f_0 \) as a first approximation and neglect \( b \), which is small beside the potential term in this region. For a point nucleus \( v = -Z\alpha/r \), and integration from the origin gives

\[ g = f_0 \left( \frac{2r}{3\lambda_C} + \frac{Z\alpha}{2} \right) . \tag{13} \]

The first term is \( ar \), in agreement with (11). The second is lost in a Schrödinger treatment and takes over at \( r < 3Z\alpha\lambda_C/4 \). For an extended nucleus \( |v| \) is smaller by (4), and (13) becomes an upper limit on \( g \) at this order.

At the same order, the second of equations (12) tells how much \( f \) changes between a radius \( r \) and a larger radius \( r_1 \):

\[ \frac{|f(r) - f(r_1)|}{f_0} \le \int_r^{r_1} \frac{Z\alpha}{s} \left( \frac{2s}{3\lambda_C} + \frac{Z\alpha}{2} \right) ds = \frac{2Z\alpha\,(r_1 - r)}{3\lambda_C} + \frac{(Z\alpha)^2}{2} \ln\frac{r_1}{r} . \tag{14} \]

Both terms are small when \( Z\alpha \ll 1 \) and \( r_1 \ll \lambda_C/(Z\alpha) \), as long as the logarithm is not large enough to undo the factor \( (Z\alpha)^2 \). The small component thus reaches the nucleus with the value \( f_0 \), although the upper component has changed its form on the way.

### The slope for every n

It remains to find \( a \). Let \( x = Z\alpha r/\lambda_C \) and let \( u = xR(x) \), where \( R \) is the Schrödinger function normalized by \( \int_0^\infty u^2\, dx = 1 \). With \( b = (Z\alpha)^2/(2n^2\lambda_C) \), equation (10) reads

\[ u'' = Wu , \qquad W = \frac{2}{x^2} - \frac2x + \frac{1}{n^2} . \tag{15} \]

For a smooth function \( h(x) \) define \( Q = hu'^2 - h'uu' + \tfrac12 h''u^2 - hWu^2 \). On differentiation the terms in \( h'u'^2 \) and \( h''uu' \) cancel, and \( u'' = Wu \) removes the terms in \( hWuu' \). What is left is \( Q' = (\tfrac12 h''' - 2h'W - hW')\, u^2 \). Since \( Q \) vanishes at infinity,

\[ Q(0) = \int_0^\infty \left( 2h'W + hW' - \tfrac12 h''' \right) u^2\, dx . \tag{16} \]

Near the origin \( u = Ax^2 \). Let \( M_k \) be the mean value of \( x^{-k} \). The choices \( h = 1 \) and \( h = 1/x \) both have \( Q(0) = 0 \), and they give

\[ -4M_3 + 2M_2 = 0 , \qquad -5M_4 + 6M_3 - \frac{2}{n^2}\, M_2 = 0 . \tag{17} \]

The starting value \( M_2 \) comes from varying \( l \) continuously in \( l(l+1)/x^2 \). A bound solution is \( x^{l+1}e^{-x/n} \) times a polynomial of degree \( n_r \). At large \( x \) the equation demands the behaviour \( x^n e^{-x/n} \), so \( n = n_r + l + 1 \) also for fractional \( l \). The eigenvalue \( -1/n^2 \) has the derivative \( 2/n^3 \) with respect to \( l \). By the Hellmann–Feynman theorem this equals \( (2l+1)M_2 \), and for \( l = 1 \)

\[ M_2 = \frac{2}{3n^3} , \qquad M_3 = \frac{1}{3n^3} , \qquad M_4 = \frac{2(3n^2-2)}{15n^5} . \tag{18} \]

Finally take \( h = x^{-2} \). The terms in \( x^{-5} \) under the integral have coefficients \( -8 - 4 + 12 = 0 \). The boundary value has the four parts \( 4A^2 + 4A^2 + 3A^2 - 2A^2 \), in the order of the terms of \( Q \). Therefore

\[ 9A^2 = 10M_4 - \frac{4}{n^2}\, M_3 = \frac{4(3n^2-2) - 4}{3n^5} = \frac{4(n^2-1)}{n^5} . \tag{19} \]

The physical function is \( (Z\alpha/\lambda_C)^{3/2} R(x) \), and its slope brings one more factor \( Z\alpha/\lambda_C \). With (11) this gives

\[ a^2 = \frac{4(n^2-1)}{9n^5} \left( \frac{Z\alpha}{\lambda_C} \right)^5 , \qquad f_0^2 = \frac{9a^2\lambda_C^2}{4} = \frac{n^2-1}{n^5}\, \frac{(Z\alpha)^5}{\lambda_C^3} . \tag{20} \]

The factor \( n^2 - 1 \) vanishes at \( n = 1 \), where there is no p level. At large \( n \) both quantities fall as \( 1/n^3 \), as the electron spends a smaller part of its time near the nucleus.

## The level shifts and where they matter

The following symbols and results are carried over. The nucleus has charge \( Ze \), rms charge radius \( r_N \) and fourth moment \( \langle r^4 \rangle \), and \( \lambda_C = \hbar/(mc) \). The extended charge changes the potential energy by \( \delta V \ge 0 \), whose integrals are given in (5). The upper and lower radial functions are \( g \) and \( f \), with \( v = V/(\hbar c) \), and they obey (8), with \( \kappa = 1 \) for p1/2 and \( \kappa = -2 \) for p3/2. Between the region of strong potential and the orbital radius, both levels have \( g = ar \). For p1/2 the lower function has the constant value \( f_0 \) from there down to the nucleus, apart from the small changes in (14). The squares \( a^2 \) and \( f_0^2 \) are given in (20).

### An energy relation that does not need a weak perturbation

Near the centre of the nucleus \( \delta V \) is almost as large as the potential of the point charge, which it nearly cancels, so first-order perturbation theory needs a justification. Let \( \psi_0 \) and \( E_0 \) belong to the point nucleus, and \( \psi \) and \( E \) to the extended one. Then \( (H_0 + \delta V)\psi = E\psi \). Project this equation on \( \psi_0 \) and let \( H_0 \) act to the left:

\[ \Delta E = E - E_0 = \frac{\langle \psi_0 | \delta V | \psi \rangle}{\langle \psi_0 | \psi \rangle} . \tag{21} \]

Moving \( H_0 \) to the left leaves a surface term at the origin proportional to \( r^2(g_0 f - f_0 g) \), where here the subscript marks the functions of the point nucleus. It vanishes, since the functions of the point nucleus grow more slowly than \( 1/r \) and those of the extended nucleus stay finite.

Equation (21) contains the true function \( \psi \) inside the nucleus. For p1/2 the estimate (14) holds for both kinds of nucleus, so both lower functions equal \( f_0 \) there to leading order. The overlap in the denominator is 1 to the same order, because the two wave functions differ little outside the nucleus and the nucleus fills a very small part of the orbital. The first-order expression is thus justified at leading order even though \( \delta V \) is not small beside \( V \).

We have found the value of the p1/2 small component at the nucleus and shown that the first-order expression for its shift holds at leading order. It remains to evaluate the p1/2 and p3/2 shifts, compare them with the s shift, and test the formulas and their limits numerically.
